# Fermi energy of a free-electron metal film between hard walls

A metal film is modelled as free electrons between two impenetrable walls a distance $L$ apart. The potential is flat between the walls, the film is unlimited in its plane, and the temperature is zero. The number of electrons per unit area is $N=nL$, where $n$ is the density of the bulk metal and stays fixed while $L$ changes. Thus $n$ is the density averaged over the full distance between the walls. Energies are measured from the flat bottom of the well. The algebra uses atomic units, so a state of wavevector $k$ has energy $k^2/2$. Numbers are in eV and angstrom.

The questions are how the Fermi energy of the film differs from that of the bulk, and how much of the difference would survive in a real metal.

## (a) The filling condition

**Find the equation that fixes the film's Fermi wavevector $k$, and write it in terms of $x=kL/\pi$ and $x_0=k_FL/\pi$, where $k_F$ is the bulk Fermi wavevector.**

**Solution.** The wave function must vanish at $z=0$ and $z=L$, so its dependence on $z$ is $\sin(k_mz)$ with
$$k_m=\frac{m\pi}{L},\qquad m=1,2,3,\dots$$
The value $m=0$ gives a function that is zero everywhere and is not a state. Negative $m$ repeats the states already counted.

Each $m$ labels a subband. Its in-plane wavevectors are filled out to a radius $q$ with $q^2=k^2-k_m^2$. With two spins and $1/(2\pi)^2$ plane waves per unit area of film and of wavevector space, the subband holds
$$w_m=2\,\frac{\pi q^2}{(2\pi)^2}=\frac{k^2-k_m^2}{2\pi}$$
electrons per unit area. Neutrality requires $\sum_{k_m\le k}w_m=nL$.

In the bulk, the same counting in three dimensions gives
$$n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.$$
Multiply the neutrality condition by $2\pi(L/\pi)^2$. The left side becomes a sum of $x^2-m^2$, and the right side becomes $2k_F^3L^3/(3\pi^3)$. Hence
$$S(x)\equiv\sum_{m=1}^{\lfloor x\rfloor}(x^2-m^2)=\frac{2x_0^3}{3}.$$
$S$ is continuous, because each new term enters with the value zero, and it increases for $x>1$. There is therefore one solution $x$ for each $x_0>0$. The ratio of film to bulk Fermi energy is $x^2/x_0^2$.

## (b) Smooth and oscillating parts of the count

**Separate $S(x)$ into a polynomial in $x$ and a part that oscillates about zero. What is the physical origin of each?**

**Solution.** Let $M=\lfloor x\rfloor$ and $u=x-M$, the fractional part of $x$, also written $\{x\}$. The sum of squares gives
$$S=Mx^2-\frac{M(M+1)(2M+1)}{6}=Mx^2-\frac{M^3}{3}-\frac{M^2}{2}-\frac M6 .$$
Now insert $M=x-u$ in each term:
$$Mx^2=x^3-ux^2,\qquad \frac{M^3}{3}=\frac{x^3}{3}-ux^2+u^2x-\frac{u^3}{3},$$
$$\frac{M^2}{2}=\frac{x^2}{2}-ux+\frac{u^2}{2},\qquad \frac M6=\frac x6-\frac u6 .$$
The terms in $ux^2$ cancel, and what remains is
$$S(x)=\frac{2x^3}{3}-\frac{x^2}{2}-x\,B_2(u)+\frac{B_3(u)}{3},$$
$$B_2(u)=u^2-u+\tfrac16,\qquad B_3(u)=u^3-\tfrac32u^2+\tfrac12u .$$
Both functions average to zero over $0\le u\le1$: the integrals are $\frac13-\frac12+\frac16$ and $\frac14-\frac12+\frac14$.

Poisson summation shows where the parts come from. Let $f(t)=x^2-t^2$ for $|t|\le x$ and zero outside. Summed over all integers, $f$ gives $2S+x^2$, the last term being $m=0$. The same sum equals $\sum_s I_{2\pi s}$ over all integers $s$, where, after two integrations by parts,
$$I_q=\int_{-x}^{x}(x^2-t^2)\cos qt\,dt=\frac2q\int_{-x}^{x}t\sin qt\,dt=\frac{4(\sin qx-qx\cos qx)}{q^3}.$$
Since $I_0=4x^3/3$ and $I_{-q}=I_q$,
$$S=\frac{2x^3}{3}-\frac{x^2}{2}+\sum_{s\ge1}I_{2\pi s}.$$
The cubic term is the bulk count. The term $-x^2/2$ comes from the absent $m=0$ state. That state would hold $x^2$, the bulk count includes half of it, and this half is lost. The loss is proportional to the film's area and not to its volume. The harmonics carry the phase $2\pi sx=2skL$, which is the phase gathered in $s$ round trips across the film.

## (c) The Fermi energy of a thick film

**Solve the filling condition for $x_0\gg1$, keeping terms in the Fermi energy through order $1/x_0^2$. Which is larger, the smooth excess or the oscillation?**

**Solution.** Write $x=x_0+\delta$. The condition $S(x)=2x_0^3/3$ becomes
$$2x_0^2\delta+2x_0\delta^2+\frac{2\delta^3}{3}=\frac{(x_0+\delta)^2}{2}+(x_0+\delta)B_2-\frac{B_3}{3}.$$
Put $\delta=\delta_0+c/x_0+\dots$ and compare powers of $x_0$. At order $x_0^2$, $2\delta_0=\frac12$, so $\delta_0=\frac14$. At order $x_0$,
$$2c+2\delta_0^2=\delta_0+B_2\quad\Rightarrow\quad c=\frac1{16}+\frac{B_2}{2}.$$
The energy ratio is then
$$\frac{x^2}{x_0^2}=1+\frac{2\delta}{x_0}+\frac{\delta^2}{x_0^2}
=1+\frac1{2x_0}+\frac{2c+\frac1{16}}{x_0^2}+O(x_0^{-3}).$$
The argument of $B_2$ is still the unknown $\{x\}$. As a periodic function $B_2$ is continuous, with slope at most 1 in size, and $x$ differs from $x_0+\frac14$ by $O(1/x_0)$. Replacing one by the other therefore changes only the next order. With $2c+\frac1{16}=\frac3{16}+B_2$,
$$\boxed{\frac{E_F^{\rm film}}{E_F^{\rm bulk}}-1=\frac{\pi}{2k_FL}+\left(\frac{\pi}{k_FL}\right)^2\left[\frac3{16}+B_2\!\left(\left\{\frac{k_FL}{\pi}+\frac14\right\}\right)\right]+O(L^{-3})}$$

The smooth excess falls as $1/L$ and the oscillation as $1/L^2$. Since $B_2$ runs from $-\frac1{12}$ at $u=\frac12$ to $\frac16$ at $u=0$, the full swing of the $B_2$ term is $1/(4x_0^2)$, which is a fraction $1/(2x_0)$ of the leading excess. Its period in thickness is $\pi/k_F$, half the bulk Fermi wavelength.

The order of the remainder was tested against the explicit subband sum. Over unit intervals of $x_0$ starting at 10, 40 and 160, the remainder stayed below $0.35/x_0^3$ in size.

## (d) Cusps, troughs and the sign of the excess

**At what thicknesses does the fractional excess have its local maxima and minima? Can it become negative?**

**Solution.** While $M$ subbands are filled, the condition $Mx^2-M(M+1)(2M+1)/6=2x_0^3/3$ can be solved without approximation:
$$r\equiv\frac{x^2}{x_0^2}=\frac{2x_0}{3M}+\frac{(M+1)(2M+1)}{6x_0^2}.$$
The first term grows with thickness, because more electrons per unit area must fit into the same number of subbands. The second falls, because the levels sink as the well widens.

Subband $M$ opens when $x=M$. There
$$x_0^3=\frac32S(M)=\frac32\cdot\frac{6M^3-M(M+1)(2M+1)}{6}=\frac{M(M-1)(4M+1)}{4}.$$
Within the branch,
$$\frac{dr}{dx_0}=\frac{2}{3M}-\frac{(M+1)(2M+1)}{3x_0^3}=0
\quad\text{at}\quad x_0^3=\frac{M(M+1)(2M+1)}{2}.$$
The second derivative is positive, so this is a minimum. It lies inside the branch. It is above the opening value because $4M^2+6M+2>4M^2-3M-1$. It is below the opening of the next subband, $x_0^3=M(M+1)(4M+5)/4$, because $4M+2<4M+5$. On each branch $r$ therefore falls and then rises, and for $M\ge2$ the opening of a subband is a local maximum with a kink.

At the minimum $(M+1)(2M+1)=2x_0^3/M$, so
$$r_{\min}=\frac{2x_0}{3M}+\frac{x_0}{3M}=\frac{x_0}{M}.$$
There $x_0^3=M^3+\frac32M^2+\frac12M>M^3$, so $r_{\min}>1$. In this model the excess is positive at every thickness.

For large $M$ the cusps lie near $x_0=M-\frac14$ and the troughs near $M+\frac12$. The curve thus falls for three quarters of a period and rises for one quarter. The size of the rise follows from (c). The slope of the excess with respect to $x_0$ is $(2u-1-\frac12)/x_0^2$ to leading order, the $-\frac12$ coming from the falling smooth term. Integrated from $u=\frac34$ to $1$, it gives a rise of $1/(16x_0^2)$.

## (e) A film 30 Å thick

**Take one electron per 40 Å$^3$ and $L=30.0$ Å. Find the excess and the nearest cusps and trough, and judge the leading term.**

**Solution.** The density is $n=0.0250$ Å$^{-3}$, so
$$k_F=(3\pi^2\times0.0250)^{1/3}=0.9046\ \text{Å}^{-1},\qquad x_0=\frac{0.9046\times30.0}{\pi}=8.638 .$$
The bulk Fermi energy is 3.118 eV and the period $\pi/k_F$ is 3.473 Å. The leading term is $1/(2\times8.638)=0.0579$, or 0.1805 eV.

For the next term, $\{8.638+0.25\}=0.888$ and $B_2=0.0674$, so
$$\frac{0.1875+0.0674}{8.638^2}=0.0034 .$$
The two orders together give 0.0613, or 0.1911 eV. The full subband sum, with eight subbands occupied, gives 0.1920 eV (31 zJ). Relative to that value, the leading term is 6% low and the two-order formula 0.5% low.

The ninth subband opens at $x_0=(9\cdot8\cdot37/4)^{1/3}=666^{1/3}=8.733$, or $L=30.33$ Å. The preceding trough is at $x_0=(8\cdot9\cdot17/2)^{1/3}=612^{1/3}=8.490$, or 29.49 Å, and the eighth subband opens at 26.85 Å. The excess is 0.2211 eV at the first cusp, 0.1910 eV in the trough and 0.1936 eV at the next cusp. The rise of 0.0026 eV agrees with $3.118/(16\times8.638^2)=0.0026$ eV. The oscillation thus appears as a falling curve with short, shallow rises.

The error of the leading term does not shrink steadily with thickness. Relative to the full sum it is 14% at 10 Å, 6% at 30 Å and about 1% at both 60 and 120 Å. By (c) this relative error is about $2(\frac3{16}+B_2)/x_0$, which depends on the phase as well as on $L$. At 60 Å the phase is $u\approx0.53$, where $B_2$ is close to its minimum, so the error there is unusually small.

## (f) Where the extra energy comes from

**Find the electron density in the interior of a thick film. Is it equal to $n$? What electrostatic energy would follow if the positive charge had density $n$ from wall to wall?**

**Solution.** The normalized functions are $\sqrt{2/L}\,\sin k_mz$, so
$$n(z)=\frac2L\sum_m w_m\sin^2k_mz=n-\frac1L\sum_{m\ge1}w_m\cos\frac{2\pi mz}{L}.$$
Extend the last sum to all integers with $|m|\le x$. It equals half of (the full sum minus $w_0$), where $w_0=k^2/2\pi$. By Poisson summation the full sum is made of terms proportional to $I_q$ with $q=2\pi(s+z/L)$. Far from both walls no such $q$ is near zero, so $I_q$ is of order $x$, whereas $w_0$ on the same scale is $x^2$. The full sum can be dropped at leading order, and
$$n_{\rm int}\simeq n+\frac{w_0}{2L}=n+\frac{k_F^2}{4\pi L},\qquad
\frac{n_{\rm int}-n}{n}\simeq\frac{3\pi}{4k_FL}.$$
The interior is denser than $n$ because the waves vanish at the walls and leave depleted layers there. A bulk metal has $E_F\propto n^{2/3}$, so this surplus raises the Fermi energy by the fraction $\frac23\cdot3\pi/(4k_FL)=\pi/(2k_FL)$. That is the whole leading term of (c).

The surplus is charged. Let $U(z)$ be the electrostatic potential energy of an electron. Poisson's equation reads $U''=-(e^2/\varepsilon_0)[n(z)-n]$, and $U'(L/2)=0$ by symmetry. Integrating $U'$ by parts,
$$U(L/2)-U(0)=-\int_0^{L/2}zU''dz=\frac{e^2}{\varepsilon_0}\int_0^{L/2}z\,[n(z)-n]\,dz .$$
The integral needed is
$$\int_0^{L/2}z\cos\frac{2\pi mz}{L}dz=\left(\frac{L}{2\pi m}\right)^2(\cos\pi m-1),$$
which is zero for even $m$ and $-L^2/(2\pi^2m^2)$ for odd $m$. Therefore
$$U(L/2)-U(0)=\frac{e^2}{\varepsilon_0}\,\frac{L}{2\pi^2}\sum_{m\ \rm odd}\frac{w_m}{m^2}\;\longrightarrow\;\frac{e^2}{\varepsilon_0}\,\frac{k_F^2L}{32\pi}\quad(x_0\gg1),$$
where the limit uses $w_m\to k_F^2/2\pi$ for the small $m$ that dominate, and $\sum_{\rm odd}m^{-2}=\pi^2/8$.

For the film of (e) this energy is about 43 eV, nearly fourteen times the bulk Fermi energy, and it grows with $L$. It is computed from the density of non-interacting electrons, so it is not a potential that a metal would show. It means that the electrons could not keep this density, and that the flat potential of the model is inconsistent with a positive background reaching the walls.

## (g) A film with a neutral interior

**Let the positive background keep its width $L$ and $N=nL$, but put each wall a distance $d$ outside it. Choose $d$ so that the interior is neutral at leading order, and find the new Fermi energy.**

**Solution.** The depleted layers must together lack as many electrons as the interior had in surplus, $2nd=k_F^2/4\pi$. Hence
$$d=\frac{k_F^2}{8\pi}\cdot\frac{3\pi^2}{k_F^3}=\frac{3\pi}{8k_F}.$$
The distance between the walls is now $L_w=L+2d$. Define $x=kL_w/\pi$ and $x_w=k_FL_w/\pi$. Because $2dk_F/\pi=\frac34$, $x_w=x_0+\frac34$. The filling condition is
$$S(x)=2\pi nL\left(\frac{L_w}{\pi}\right)^2=\frac23x_0x_w^2=\frac23x_w^3-\frac12x_w^2 .$$
The right side is the smooth part of $S$ evaluated at $x_w$. Without the oscillating terms the solution would be $x=x_w$, which is the bulk Fermi energy with no size correction.

With them, let $x=x_w+\eta$. The smooth part has slope $2x_w^2$ to leading order, so $2x_w^2\eta=x_wB_2$ and $\eta=B_2/(2x_w)$. The fractional change of energy is $2\eta/x_w$, or
$$\frac{E_F^{\rm film}}{E_F^{\rm bulk}}-1=\left(\frac{\pi}{k_FL}\right)^2B_2\!\left(\left\{\frac{k_FL}{\pi}+\frac34\right\}\right)+O(L^{-3}).$$
The $1/L$ term has gone, and the oscillation remains with the same leading amplitude. It now takes both signs.

In the example $d=1.30$ Å. Averaged over one period of thickness centred on 30 Å, the excess drops from 0.1887 eV to 0.0001 eV. At 30 Å itself the full subband sum gives $-0.0026$ eV. The formula above gives $-0.0030$ eV, and the form $B_2/x_w^2$, which differs from it only at order $L^{-3}$, gives $-0.0025$ eV. The smooth excess of (c) therefore depends on where the walls stand relative to the positive charge, and quoting it requires the convention $N=nL$ with $L$ the distance between the walls.

## (h) Comparison with a real metal

**Which assumptions would fail in a sodium film of about this thickness, and by how much do they move the numbers?**

**Solution.** One electron per 40 Å$^3$ is a round value close to the valence density of sodium, whose conduction electrons are nearly free. Of the faults estimated here, the one that moves the numbers most is the charge found in (f). Correcting it by moving the walls removes almost all of the period-averaged excess of 0.19 eV.

The walls are also not impenetrable. Take a barrier of height $k_b^2/2$ equal to the bulk Fermi energy plus a rough work function of 2.7 eV, 5.8 eV in all, and hold the well width and $N$ fixed. Matching to decaying waves outside changes the level condition to
$$kL+2\arcsin(k/k_b)=m\pi .$$
The arcsine is positive, so each level lies below its hard-wall value. The period-averaged excess falls from 0.189 to 0.061 eV. This is a separate correction of the original model, not to be added to that of (g), since both describe electrons reaching beyond the background edge. A self-consistent potential would treat the two together.

At 300 K, $k_BT=0.026$ eV. Within the same period of thickness the chemical potential of the hard-wall film moves by up to about 0.002 eV from its zero-temperature value. That is small beside the smooth excess but comparable with the 0.0026 eV rise from trough to cusp.

A crystalline film grows in whole layers. For a body-centred cubic lattice with 40 Å$^3$ per atom, the (110) spacing is $80^{1/3}/\sqrt2=3.047$ Å. One layer advances the phase by $3.047/3.473=0.877$ of a period, which at whole layers looks the same as a step back of 0.123. The apparent period is thus about 8 layers, although the underlying one is slightly more than one layer. The value $L=30$ Å is a point on the continuous curve, not a whole number of layers.

An isotropic effective mass rescales film and bulk energies alike and leaves the hard-wall fraction unchanged. Band structure, roughness and a substrate are left out. The excess is measured from the well bottom, so it is not by itself a change of work function or of a contact barrier: those also depend on the surface or interface dipole, which this model does not determine. The values used here are collected in the numerical output.

## Table of computed values

```
volume per electron = 40.0 angstrom^3
bulk density n = 0.0250 angstrom^-3
bulk Fermi wavevector kF = 0.9046 angstrom^-1
bulk Fermi energy = 3.1177 eV
film thickness L = 30.0 angstrom = 3.0 nm
oscillation period pi/kF = 3.473 angstrom
x0 = kF L/pi = 8.6382 (dimensionless)
occupied subbands = 8 (count)
film Fermi energy = 3.3097 eV
excess, full subband sum = 0.1920 eV
excess, leading term = 0.1805 eV
excess, two-term formula = 0.1911 eV
fractional excess, full sum = 0.06159
fractional excess, leading = 0.05788
fractional excess, two-term = 0.06130
B2 at the example phase = 0.06739
cusp, subband 8 opens: L = 26.848 angstrom, excess = 0.2211 eV
cusp, subband 9 opens: L = 30.329 angstrom, excess = 0.1936 eV
trough, 8 subbands: L = 29.486 angstrom, excess = 0.1910 eV
L (angstrom): fractional excess full / leading / two-term
10: 0.20273 / 0.17365 / 0.20277
20: 0.09719 / 0.08682 / 0.09724
30: 0.06159 / 0.05788 / 0.06130
60: 0.02930 / 0.02894 / 0.02929
120: 0.01464 / 0.01447 / 0.01463
neutralising shift of each wall = 1.302 angstrom
centre-to-wall electrostatic energy = 42.62 eV
period-mean excess, hard walls = 0.1887 eV
period-mean excess, moved walls = 0.00011 eV
example excess, moved walls = -0.0026 eV
rough work function used = 2.7 eV
finite barrier above well bottom = 5.818 eV
period-mean excess, finite barrier = 0.0606 eV
example excess, finite barrier = 0.0596 eV
temperature = 300 K, kT = 0.0259 eV
largest thermal level shift in period = 0.00202 eV
bcc (110) layer spacing = 3.047 angstrom
apparent period in whole layers = 8.15 layers
```
